# Fourfold X levels in diamond crystals and Fu-Kane-Mele Dirac points, part 2

We ask where fourfold band touchings lie in a simple lattice model of the diamond structure, with spin included. The cubic lattice constant is $a$, and B sites are displaced from A sites by $(a/4)(1,1,1)$. Reciprocal lattice vectors are $(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd. Near $\mathbf X=(2\pi/a)(0,0,1)$ we write $\mathbf k=\mathbf X+\mathbf q$. The algebra uses $\hbar=1$.

The first half assumed a one-electron Hamiltonian with the full space group $Fd\bar3m$ and time reversal. Sixteen point operations preserve X, among them inversion $P$ about a bond centre and the rotations $C_x,C_y,C_z$ by $\pi$ about cubic axes through an A atom. At X, $C_x$ exchanges the states with $P=+1$ and $P=-1$. Its theorem is that every level at X is fourfold, apart from accidental coincidence. With $\tau_i$ and $\sigma_i$ two independent sets of Pauli matrices, the linear terms about the level energy are

$$h=v_\parallel q_z\tau_y+v_\perp(q_x\tau_x\sigma_x-q_y\tau_x\sigma_y). \tag{6}$$

The constants $v_\parallel$ and $v_\perp$ give the slopes along and across $\Gamma$–X, quoted as magnitudes. Spin-orbit coupling is needed for $v_\perp\neq0$. Breaking time reversal alone allows a third linear constant.

The numerical output at the end also covers an earlier plane-wave model with $a=6.0$ Å, potential depth 0.30 in units of $\tfrac12(2\pi/a)^2$ and spin-orbit strength $\eta=0.05$. Its listed values use the plane waves with $K^2\le14$, where $\mathbf K$ is in units of $2\pi/a$, and are not converged to the digits shown. A larger basis had $K^2\le60$. "Unequal atoms" means weights 1.2 and 0.8 on the two sites, which removes inversion. The small transverse slopes listed without spin-orbit coupling are numerical remainders; the exact slope is zero.

### The lattice model

The Fu-Kane-Mele model has one orbital with two spin states on each site of the diamond lattice. In the undistorted model the hopping amplitude $t$ is the same on all four bonds of an atom. Electrons also hop between second neighbours with an amplitude that depends on spin:

$$H=t\sum_{\langle ij\rangle}c_i^\dagger c_j+\frac{8i\lambda}{a^2}\sum_{\langle\langle ij\rangle\rangle}c_i^\dagger\,\boldsymbol\sigma\cdot(\mathbf d_1\times\mathbf d_2)\,c_j. \tag{8}$$

Here $\mathbf d_1$ and $\mathbf d_2$ are the two successive bond vectors on the way from $j$ to $i$. Both $t$ and $\lambda$ are real energies and are taken to be nonzero. The cross product and the spin turn together under rotations, and neither changes under inversion. Under time reversal both $i$ and $\boldsymbol\sigma$ change sign, so their product stays. The model therefore has the symmetries assumed in the first half.

The bonds from A to B are

$$\boldsymbol\delta_0=\frac a4(1,1,1),\quad\boldsymbol\delta_1=\frac a4(1,-1,-1),$$

$$\boldsymbol\delta_2=\frac a4(-1,1,-1),\quad\boldsymbol\delta_3=\frac a4(-1,-1,1).$$

Bloch sums carry the phase $e^{i\mathbf k\cdot\mathbf r}$ of the actual site position $\mathbf r$.

### First neighbours

The element between A and B is $f=t\sum_ne^{i\mathbf k\cdot\boldsymbol\delta_n}$. Put $c_j=\cos(k_ja/4)$ and $s_j=\sin(k_ja/4)$. Each exponential is a product of factors $c_j\pm is_j$, and the product of the three signs is $+1$ for every bond. In the sum over the four bonds, terms with one or two sines cancel, because their signs average to zero. The terms with no sine and with three sines add up:

$$f=4t\,(c_xc_yc_z-i\,s_xs_ys_z). \tag{9}$$

### Second neighbours

Consider a hop that ends on an A site at $\mathbf r$ and passes through the B site at $\mathbf r+\boldsymbol\delta_m$. If it starts at $\mathbf r+\boldsymbol\delta_m-\boldsymbol\delta_n$, then $\mathbf d_1=\boldsymbol\delta_n$ and $\mathbf d_2=-\boldsymbol\delta_m$. Hence $\mathbf d_1\times\mathbf d_2=\boldsymbol\delta_m\times\boldsymbol\delta_n$, and

$$H_{AA}=\frac{8i\lambda}{a^2}\sum_{m\ne n}\boldsymbol\sigma\cdot(\boldsymbol\delta_m\times\boldsymbol\delta_n)\,e^{i\mathbf k\cdot(\boldsymbol\delta_m-\boldsymbol\delta_n)} .$$

Exchanging $m$ and $n$ reverses the cross product and conjugates the exponential. The two terms combine into $2i\sin$, and $i\cdot2i=-2$ gives

$$H_{AA}=-\frac{16\lambda}{a^2}\sum_{m<n}\boldsymbol\sigma\cdot(\boldsymbol\delta_m\times\boldsymbol\delta_n)\sin[\mathbf k\cdot(\boldsymbol\delta_m-\boldsymbol\delta_n)] .$$

Two of the six pairs have a displacement in the $yz$ plane:

$$\boldsymbol\delta_0\times\boldsymbol\delta_1=\frac{a^2}{16}(0,2,-2),\quad\boldsymbol\delta_0-\boldsymbol\delta_1=\frac a2(0,1,1),$$

$$\boldsymbol\delta_2\times\boldsymbol\delta_3=\frac{a^2}{16}(0,2,2),\quad\boldsymbol\delta_2-\boldsymbol\delta_3=\frac a2(0,1,-1).$$

Let $\theta_j=k_ja/2$. Apart from the common factor $-\lambda$, these pairs contribute

$$2(\sigma_y-\sigma_z)\sin(\theta_y+\theta_z)+2(\sigma_y+\sigma_z)\sin(\theta_y-\theta_z)$$

$$=4\sigma_y\sin\theta_y\cos\theta_z-4\sigma_z\sin\theta_z\cos\theta_y .$$

A cyclic change of the axes permutes $\boldsymbol\delta_1,\boldsymbol\delta_2,\boldsymbol\delta_3$ and produces the other four pairs. Collecting the coefficient of each spin matrix,

$$H_{AA}=-4\lambda\,\mathbf g\cdot\boldsymbol\sigma,\qquad g_x=\sin\theta_x(\cos\theta_y-\cos\theta_z), \tag{10}$$

with $g_y$ and $g_z$ obtained cyclically. From a B site all bond vectors are reversed. The cross products stay the same and the displacements change sign, so $H_{BB}=+4\lambda\,\mathbf g\cdot\boldsymbol\sigma$.

### The spectrum

In blocks for the two sublattices,

$$H=\begin{pmatrix}-4\lambda\,\mathbf g\cdot\boldsymbol\sigma&f\\f^*&4\lambda\,\mathbf g\cdot\boldsymbol\sigma\end{pmatrix}.$$

In $H^2$ the off-diagonal block is $-4\lambda f\,\mathbf g\cdot\boldsymbol\sigma+4\lambda f\,\mathbf g\cdot\boldsymbol\sigma=0$. Since $(\mathbf g\cdot\boldsymbol\sigma)^2=|\mathbf g|^2$, both diagonal blocks equal $|f|^2+16\lambda^2|\mathbf g|^2$. The trace of $H$ is zero, and the energies are

$$E=\pm\sqrt{|f|^2+16\lambda^2|\mathbf g|^2}, \tag{11}$$

each twofold. Direct diagonalization of the bond sums in (8) at 200 random wave vectors agrees with (11) within the tolerance of the test, about one part in $10^5$ of the energy.

At half filling there are two electrons per primitive cell, and they fill the two lower bands. The spectrum is symmetric about zero, so a touching point lies at $E=0$, which is then the Fermi energy.

### Where the bands touch

By (11) the bands touch where $f=0$ and $\mathbf g=0$ together. From (9), $f=0$ requires

$$c_xc_yc_z=0\quad\text{and}\quad s_xs_ys_z=0 .$$

One cosine and one sine must vanish. They belong to different components, because the cosine and the sine of the same angle are never both zero. Write $\mathbf k=(2\pi/a)\boldsymbol\kappa$. A vanishing cosine means an odd integer component of $\boldsymbol\kappa$, and a vanishing sine means an even one. Take $\kappa_x$ odd and $\kappa_z$ even, with $\kappa_y$ free. The other choices are the same with the axes renamed. This is a line that runs through X and W points.

On the line $\theta_x=\pi\kappa_x$ and $\theta_z=\pi\kappa_z$, so that $\sin\theta_x=\sin\theta_z=0$, $\cos\theta_x=-1$ and $\cos\theta_z=1$. Inserting these values in (10) gives

$$\mathbf g=(0,\,2\sin\theta_y,\,0),\qquad\text{gap}=2\cdot4|\lambda|\cdot2|\sin\theta_y|=16\left|\lambda\sin\frac{k_ya}{2}\right| . \tag{12}$$

Without spin-orbit coupling the bands touch along the whole line. With $\lambda\ne0$ the gap closes on the line where $\kappa_y$ is an integer. Then $\boldsymbol\kappa$ consists of integers that are not all of the same parity. One component differs in parity from the other two. Subtracting the unit vector along that component leaves three integers of equal parity, which is a reciprocal lattice vector. Every touching point is therefore equivalent to one of

$$\frac{2\pi}{a}(1,0,0),\qquad\frac{2\pi}{a}(0,1,0),\qquad\frac{2\pi}{a}(0,0,1).$$

These three are not equivalent to one another, since their differences have mixed parity. They are the three X points, and the model has no other touching points. Halfway along the line from X to X lies W, where $\kappa_y=1/2$ and the gap is $16|\lambda|$.

### The cone in the lattice model

Expand about $\mathbf X=(2\pi/a)(0,0,1)$. In (9), $c_z=\cos(\pi/2+q_za/4)\approx-q_za/4$, while $s_z\approx1$ and $c_x\approx c_y\approx1$. The product $s_xs_y$ is of second order. Thus $f\approx-ta\,q_z$.

In (10), $\cos\theta_z\approx-1$ and $\cos\theta_x\approx\cos\theta_y\approx1$. Hence

$$g_x\approx\frac{q_xa}{2}\,(1+1)=aq_x,\qquad g_y\approx\frac{q_ya}{2}\,(-1-1)=-aq_y .$$

The component $g_z$ is of third order, because $\sin\theta_z$ is of first order and $\cos\theta_x-\cos\theta_y$ of second. With Pauli matrices $\rho_i$ for the sublattices,

$$H\approx-ta\,q_z\rho_x-4\lambda a\,\rho_z(q_x\sigma_x-q_y\sigma_y).$$

Set $\tau_x=\rho_z$, $\tau_y=-\rho_x$ and $\tau_z=-\rho_y$, which obey the Pauli algebra. The Hamiltonian then has the form (6), including the relative minus sign between the transverse terms. The velocities are

$$v_\parallel=|t|a,\qquad v_\perp=4|\lambda|a . \tag{13}$$

First-neighbour hopping sets the slope along $\Gamma$–X, and spin-orbit hopping sets the slopes across it. As $\lambda\to0$ the cone flattens across its axis and merges into the lines found above. As $t\to0$ it flattens along its axis.

### Numbers for one set of parameters

Take $a=6.0$ Å, $t=1.00$ eV and $\lambda=0.10$ eV, again as round model values. The distance from $\Gamma$ to X is $2\pi/a=1.047$ Å$^{-1}$. From (13),

$$v_\parallel=1.00\times6.0=6.0\ \text{eV Å},\qquad v_\perp=4\times0.10\times6.0=2.4\ \text{eV Å}.$$

Division by $\hbar$ gives $9.12\times10^5$ and $3.65\times10^5$ m/s. The gap at W is $16\times0.10=1.60$ eV.

The location of the points was also tested without the formulas for $f$ and $\mathbf g$. The gap obtained by diagonalization was minimized from 40 random starting points. All 40 searches ended at touching points, these were all X points, and the three inequivalent ones were found. On a grid of $24^3$ wave vectors, the smallest gap farther than $0.20\,(2\pi/a)$ from every X point was 1.11 eV. This is the minimum over the sampled points and not a lower bound for the region.

The range of the linear law follows from the exact energies on the axes. Along $q_z$, $\mathbf g=0$ and $E=4|t\sin(q_za/4)|$. Along $q_x$, $f=0$ and $E=8|\lambda\sin(q_xa/2)|$. At $q=0.10$ Å$^{-1}$ these give

$$4\sin0.15=0.5978\ \text{eV},\qquad0.80\sin0.30=0.2364\ \text{eV},$$

against linear values of 0.600 and 0.240 eV. Relative to the exact energies, the linear law is too high by 0.38 and 1.5 percent.

### When the fourfold point is lost

Change the hopping on the bond $\boldsymbol\delta_0$ from $t$ to $t+\delta t$ and leave the other three bonds alone. At an X point the uniform part of $f$ and the vector $\mathbf g$ vanish, so $f=\delta t\,e^{i\mathbf k\cdot\boldsymbol\delta_0}$ and the gap is $2|\delta t|$. For $\delta t=0.10$ eV it is 0.20 eV at each of the three X points.

Inversion about a bond centre and time reversal survive this change, and the bands remain twofold. The rotations $C_x$, $C_y$ and $C_z$ do not survive, because each carries the altered bond into an unaltered one. At $\mathbf X=(2\pi/a)(0,0,1)$ it was $C_x$ that joined the two inversion sectors, so the fourfold level may split. This is why the undistorted model is needed for the Dirac points at X.

Other changes keep the symmetry but affect what is seen at the Fermi energy. A spin-independent hopping between second neighbours adds the same energy to all four states at a given $\mathbf k$. It leaves the touching points in place but makes the spectrum asymmetric about zero. If it is large enough, states elsewhere in the zone can cross the energy of the Dirac points.

Germanium crystallizes in the diamond structure, so the theorem of the first half applies to its X levels within a one-electron description. It is a semiconductor, however, and its Fermi level lies in a gap rather than at a fourfold X level. It also has several valence orbitals per atom, whereas the model has one. The numbers above are therefore not estimates for germanium. What carries over is the degeneracy at X and the form of the linear terms, while the energies and slopes depend on the material. Interactions beyond a one-electron Hamiltonian, lattice relaxation and disorder have been left out throughout. The numerical output below lists the computed energies and slopes quoted here, except those for the larger plane-wave basis.

## Values computed for the example and the checks

```
lattice constant a = 6.0 angstrom
hopping t = 1.00 eV, spin-orbit lambda = 0.10 eV
distance Gamma-X = 2 pi/a = 1.0472 1/angstrom
operations in little co-group of X = 16
mean |character|^2 (1 = irreducible) = 1.000000
linear constants allowed with time reversal = 2.000
linear constants allowed without time reversal = 3.000
-- plane-wave model at X --
energy unit (2 pi/a)^2/2 = 4.1781 eV
potential depth = 0.30 units, spin-orbit strength = 0.05
plane waves = 64, states = 128, quartets = 32
largest spread inside a quartet = 1.5e-13 eV
fourfold level 1 above the lowest = 0.0000 eV
fourfold level 2 above the lowest = 7.5557 eV
fourfold level 3 above the lowest = 8.4699 eV
fourfold level 4 above the lowest = 17.1533 eV
fourfold level 5 above the lowest = 19.5391 eV
fourfold level 6 above the lowest = 20.9396 eV
fourfold level 7 above the lowest = 21.9281 eV
unequal atoms: lowest quartet splits by 4.0607 eV
lowest level, slope along qz = 4.3103 eV angstrom
lowest level, slope along qx = 0.0860 eV angstrom
lowest level, slope along qx=qy = 0.0860 eV angstrom
no spin-orbit: slope along qx = 1.4e-09 eV angstrom
no spin-orbit: slope along qx=qy = 2.5e-05 eV angstrom
-- Fu-Kane-Mele model --
gap searches = 40, ended at a touching point = 40
inequivalent touching points found (all X) = 3
grid = 24^3 points, excluded radius about X = 0.20 (2 pi/a)
smallest gap on the grid outside that radius = 1.1137 eV
gap at W = 1.6000 eV
largest gap on X-W line without spin-orbit = 9.2e-16 eV
v_parallel = 6.0000 eV angstrom = 9.116e+05 m/s
v_perp = 2.4000 eV angstrom = 3.646e+05 m/s
test wave number q = 0.10 1/angstrom
E along qz: exact 0.59775 eV, linear 0.60000 eV
E along qx: exact 0.23642 eV, linear 0.24000 eV
linear excess along qz = 0.38 percent
linear excess along qx = 1.52 percent
one bond changed by 0.10 eV: gaps at the three X points = 0.2000, 0.2000, 0.2000 eV
```
